\section*{Relative pKa Values from Proton Exchange with a Measured Reference Acid}

\section{Definitions and conventions}

An acid HA dissociates in solution according to $\mathrm{HA}\rightleftharpoons\mathrm{A^-}+\mathrm{H^+}$. Its chemical potentials are $\mu_i=\mu_i^\circ+kT\ln a_i$, where $k$ is Boltzmann's constant, $T$ the temperature and $a_i$ the activity relative to a standard concentration $c^\circ=1$ mol/L. Equilibrium requires $\mu_{\rm HA}=\mu_{\rm A^-}+\mu_{\rm H^+}$. Inserting the potentials gives
\begin{equation}
\Delta G_{\rm diss}\equiv\mu^\circ_{\rm A^-}+\mu^\circ_{\rm H^+}-\mu^\circ_{\rm HA}
=-kT\ln\frac{a_{\rm H^+}a_{\rm A^-}}{a_{\rm HA}}=-kT\ln K_a .
\end{equation}
Since $\mathrm{p}K_a=-\log_{10}K_a$ and $\ln K_a=\ln 10\,\log_{10}K_a$,
\begin{equation}
\mathrm{p}K_a=\frac{\Delta G_{\rm diss}}{kT\ln 10}.
\label{eq:pka}
\end{equation}
Energies are given per particle in eV. At 298.15 K, $kT\ln10=0.059159$ eV, so an error of 0.06 eV already costs about one pKa unit.

Each standard potential in solution is built from three pieces:
\begin{equation}
\mu_i^\circ=g_i+C+s_i .
\label{eq:pieces}
\end{equation}
Here $g_i$ is the free energy of the ideal gas at $p^\circ=1$ bar, and $s_i$ is the free energy of transfer from gas to solution at equal concentration. The term $C$ compresses the gas from 1 bar to 1 mol/L. An ideal gas has $\mu(p)=g+kT\ln(p/p^\circ)$, and at concentration $c^\circ$ its pressure is $c^\circ N_{\rm A}kT$, with $N_{\rm A}$ Avogadro's constant. Hence
\begin{equation}
C=kT\ln\frac{c^\circ N_{\rm A}kT}{p^\circ}=0.08248\ \text{eV}.
\end{equation}
This is the same for every species, because no molecular property enters it. The proton solvation free energy is written $S\equiv s_{\rm H^+}$.

\section{A small example by hand}

The target acid HA and the reference acid HR are model acids, each with one proton to lose. The reference has an assigned $\mathrm{p}K_a=4.20$, which plays the part of a measurement. The gas free energy of a species of mass $m$ is
\begin{equation}
g=E+kT\ln\frac{p^\circ\Lambda^3}{kT}
+\sum_j\left[\frac{\hbar\omega_j}{2}+kT\ln\left(1-e^{-\hbar\omega_j/kT}\right)\right],
\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\end{equation}
The second term follows from $-kT\ln(q/N)$ with the translational partition function $q=V/\Lambda^3$ and $V/N=kT/p^\circ$. The sum holds the harmonic modes lost on deprotonation, so it appears for the neutral acid and not for the anion. The other vibrations and the rotational factors are taken as unchanged. The electronic energy $E$ is zero for the neutral acid and for the proton, and equals the deprotonation energy for the anion: 15.45 eV for the target and 15.30 eV for the reference. The neutral acids have masses of 90 u (target) and 70 u (reference), and each anion is lighter by one proton. The lost modes lie at 3600, 1250 and 600 cm$^{-1}$ for the target and at 3550, 1300 and 650 cm$^{-1}$ for the reference.

The anions are solvated by the Born model, a charged sphere of radius $a$ in a medium of relative permittivity $\varepsilon$. The field outside is $e/(4\pi\varepsilon_0\varepsilon r^2)$, and its energy is
\begin{equation}
\int_a^\infty\frac{\varepsilon_0\varepsilon}{2}
\left(\frac{e}{4\pi\varepsilon_0\varepsilon r^2}\right)^2 4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.
\end{equation}
Subtracting the vacuum value, $\varepsilon=1$, gives
\begin{equation}
s_{\rm anion}=-\frac{B}{a},\qquad
B=\left(1-\frac1\varepsilon\right)\frac{e^2}{8\pi\varepsilon_0}.
\label{eq:born}
\end{equation}
With $\varepsilon=78.4$ and radii of 0.210 and 0.216 nm, the anion energies are $-3.38476$ eV (target) and $-3.29074$ eV (reference). Both neutral acids are assigned $-0.30$ eV.

For each acid, collect everything except the free proton and the conversion:
\begin{equation}
D_{\rm A}=(g_{\rm A^-}-g_{\rm HA})+(s_{\rm A^-}-s_{\rm HA}),
\end{equation}
and likewise $D_{\rm R}$. The numbers are
\begin{align}
D_{\rm A}&=15.11410-3.08476=12.02934\ \text{eV},\\
D_{\rm R}&=14.96079-2.99074=11.97005\ \text{eV}.
\end{align}
To turn either into a dissociation energy, one must add the proton. Suppose its solvation energy were $S=-11.5$ eV. With $g_{\rm H^+}=-0.27242$ eV,
\begin{align}
\Delta G_{\rm diss}({\rm HA})&=12.02934-0.27242+0.08248-11.5=0.33940\ \text{eV},\\
\Delta G_{\rm diss}({\rm HR})&=11.97005-0.27242+0.08248-11.5=0.28011\ \text{eV}.
\end{align}
Division by 0.059159 eV gives pKa values of 5.74 and 4.73. The second disagrees with the assigned 4.20, so this $S$ does not suit the model. The difference of the two energies, however, is 0.05929 eV whatever number is inserted for $S$. It is the free energy of
\begin{equation}
\mathrm{HA}+\mathrm{R^-}\longrightarrow\mathrm{A^-}+\mathrm{HR}.
\label{eq:reaction}
\end{equation}
Adding it to the reference value yields
\begin{equation}
\mathrm{p}K_a({\rm HA})=4.20+\frac{0.05929}{0.059159}=5.20 .
\end{equation}
The exchange energy, 5.72 kJ/mol, is the sum of a gas part of $+0.15331$ eV and a solvation part of $-0.09402$ eV. The target holds its proton more strongly in the gas, but its anion has the smaller Born radius and is better solvated, which removes over half of that difference. The Born radius is an effective parameter here and need not follow molecular size: common tabulations give acetate a slightly more negative hydration free energy than the smaller formate.

\section{The general statement}

Insert the pieces (\ref{eq:pieces}) into the dissociation energy. Two products contribute $2C$ and one reactant subtracts $C$, so one conversion survives:
\begin{equation}
\Delta G_{\rm diss}({\rm HA})=D_{\rm A}+P,\qquad P=g_{\rm H^+}+C+S .
\label{eq:direct}
\end{equation}
The reference has $\Delta G_{\rm diss}({\rm HR})=D_{\rm R}+P$ with the same $P$, provided that solvent, temperature and standard states are the same. Subtraction gives
\begin{equation}
\Delta G_{\rm ex}=(D_{\rm A}+P)-(D_{\rm R}+P)=D_{\rm A}-D_{\rm R},
\end{equation}
and division by $kT\ln10$ gives the working formula
\begin{equation}
\boxed{\;\mathrm{p}K_a({\rm HA})=\mathrm{p}K_a({\rm HR})
+\frac{D_{\rm A}-D_{\rm R}}{kT\ln10}\;}
\label{eq:main}
\end{equation}
The cancellation of $P$ is an identity and needs no small parameter. It does not make $D_{\rm A}-D_{\rm R}$ accurate.

The standard state can also be followed in the reaction itself. Reaction (\ref{eq:reaction}) has two solutes on each side, hence $2C-2C=0$. In an ideal solution $K_a=[\mathrm{H^+}][\mathrm{A^-}]/([\mathrm{HA}]c^\circ)$, so replacing $c^\circ$ by $c'$ adds $\log_{10}(c'/c^\circ)$ to both pKa values and leaves their difference alone. The predicted value therefore stands on the concentration scale of the reference value.

If solvation energies are tabulated for transfer from gas at 1 bar, they already contain $C$, and no further conversion is due. The four species must then share that convention. If one of them alone differs, the exchange is wrong by $C$, or 1.39 pKa units.

The procedure is as follows.
\begin{enumerate}
\item Choose a reference whose pKa was measured in the solvent and at the temperature of interest, preferably with the same acidic group and charge.
\item Compute $g$ and $s$ for HA, $\mathrm{A^-}$, HR and $\mathrm{R^-}$ at one level of theory, with one solvation convention and all relevant conformers.
\item Form $D_{\rm A}-D_{\rm R}$, divide by $kT\ln10$, and add the measured value.
\item Estimate the errors that differ between the two acids, and add the uncertainty of the measurement.
\end{enumerate}

The number of protons must balance. For complete dissociation of an acid $\mathrm{H}_n\mathrm{A}$ into $n$ protons, the free energy is $D_n+nP$. Subtracting $m$ reference dissociations leaves $D_n-mD_{\rm R}+(n-m)P$, which is free of $P$ when $m=n$. Then
\begin{equation}
\sum_{j=1}^n\mathrm{p}K_{a,j}=n\,\mathrm{p}K_a({\rm HR})
+\frac{D_n-nD_{\rm R}}{kT\ln10}.
\end{equation}
An error in the reference pKa is now multiplied by $n$.

\section{A test through a mixed solution}

The result can be reached without writing either cycle. Put both acids into one ideal solution, each at total concentration $c_0=0.01$ mol/L. Let $x$ and $y$ be the concentrations of $\mathrm{A^-}$ and $\mathrm{R^-}$. Charge balance gives $[\mathrm{H^+}]=x+y$, with hydroxide omitted. The free energy per volume, in molar concentrations and up to a common unit factor, is
\begin{equation}
F=\sum_i c_i\left[\mu_i^\circ+kT\left(\ln\frac{c_i}{c^\circ}-1\right)\right].
\end{equation}
The derivative of each term with respect to its own $c_i$ is $\mu_i^\circ+kT\ln(c_i/c^\circ)$. Raising $x$ creates $\mathrm{A^-}$ and $\mathrm{H^+}$ and removes HA, so
\begin{equation}
\frac{\partial F}{\partial x}=\mu^\circ_{\rm A^-}+\mu^\circ_{\rm H^+}-\mu^\circ_{\rm HA}
+kT\ln\frac{x(x+y)}{(c_0-x)c^\circ}=0,
\end{equation}
with the corresponding condition for $y$.

In the numerical test, the potentials were built directly from particle densities, momentum integrals and sums over vibrational levels, without a 1 bar state. The stationary point of $F$ was located from numerical slopes. The resulting concentrations gave these pKa values:
\begin{center}
\begin{tabular}{cccc}
$S$ (eV) & target & reference & difference\\
$-11.4$ & 7.4275 & 6.4253 & 1.0022\\
$-11.5$ & 5.7371 & 4.7350 & 1.0022\\
$-11.6$ & 4.0468 & 3.0446 & 1.0022
\end{tabular}
\end{center}
A change of 0.1 eV in $S$ moves each absolute value by 1.69 units and leaves the difference unchanged. Omitting $C$ from the direct cycle makes the target pKa too low by 1.39, in agreement with $C/(kT\ln10)$.

The reference value can instead be used to fix $S$:
\begin{equation}
S_{\rm eff}=kT\ln10\;\mathrm{p}K_a({\rm HR})-D_{\rm R}-g_{\rm H^+}-C
=-11.53165\ \text{eV}.
\label{eq:seff}
\end{equation}
With this value the mixed solution has pH 3.0944 and ionised fractions of 0.00774 (target) and 0.07272 (reference). From $\mathrm{p}K_a=\mathrm{pH}-\log_{10}[\alpha/(1-\alpha)]$, where $\alpha$ is the ionised fraction, one recovers 5.20 and 4.20. Calibrating the proton and using the exchange are thus the same method.

\section{What cancels and what remains}

The proton has left the calculation, but not the physics: its true free energy is contained in the measured reference pKa. To see what this does to errors, let the computed values be $D_{\rm A}+\delta_{\rm A}$ and $D_{\rm R}+\delta_{\rm R}$. By (\ref{eq:seff}), $S_{\rm eff}$ then equals the true value minus $\delta_{\rm R}$, if the reference pKa itself is exact. It absorbs the model's error for the reference and is no determination of the proton's solvation energy. By (\ref{eq:main}), the error of the prediction is
\begin{equation}
\delta\mathrm{p}K_a({\rm HA})=\delta\mathrm{p}K_a({\rm HR})
+\frac{\delta_{\rm A}-\delta_{\rm R}}{kT\ln10}.
\end{equation}
Equal errors cancel; of unequal ones, the difference survives. An error of 0.05 eV in the target's electronic energy alone costs 0.85 units.

Radius errors show an intermediate case. Enlarging $a$ by $\delta a$ changes (\ref{eq:born}) by
\begin{equation}
-\frac{B}{a+\delta a}+\frac Ba=\frac{B\,\delta a}{a(a+\delta a)} .
\end{equation}
For the target and $\delta a=0.005$ nm this is $3.38476\times0.005/0.215=0.0787$ eV, or 1.33 pKa units. If both anions are enlarged by the same amount, 0.07 units remain, because the two radii are nearly but not quite equal.

This benefit depends on the charge type. For a cationic acid $\mathrm{BH^+}\to\mathrm{B}+\mathrm{H^+}$, $P$ still cancels, but the ion is now the reactant and its Born energy enters with the opposite sign. If the target is such an acid while the reference remains the neutral acid HR, the same radii and the same common error give $-1.33-1.26=-2.59$ units instead of 0.07. A neutral reference acid is then a poor partner for a cationic target, although the formula remains valid.

A reference measured in another solvent breaks the cancellation itself. If the proton's solvation energy there is higher by 0.1 eV and all else is held fixed, the reference pKa, and with it the prediction, is too high by 1.69 units. A real change of solvent alters the anions and neutral acids as well.

Smaller terms come from the simplified gas model. A stretch frequency of the target that is 50 cm$^{-1}$ higher raises the zero-point energy of HA and lowers the pKa by 0.05. An uncancelled 10\% factor in the product of the moments of inertia changes it by 0.02, since rotation enters through the square root of that product. If a proton can sit on two equivalent sites of one anion but on a single site of the other, and the calculation misses this, the error is $\log_{10}2=0.30$.

\section{Resist development and the resist film}

The parameters lie in the rough regime of carboxylic acid groups, whose aqueous pKa values are commonly around 4 to 5; the predicted 5.2 is slightly above that range. In many positive-tone resists, such groups make the exposed regions soluble in aqueous base. In a rinse at pH 6.0, the ionised fraction $1/(1+10^{\mathrm{p}K_a-\mathrm{pH}})$ is 0.86 for the target and 0.98 for the reference. In a strongly basic developer, with pH far above both pKa values, both fractions approach one, and the difference of one unit hardly affects equilibrium ionisation. Real resist groups sit on a polymer, where neighbouring charges set up a local potential $\psi$. This adds $-e\psi$ to the energy of an anionic site and $-e\psi/(kT\ln10)$ to its apparent pKa, so a potential of $-0.059$ V raises it by one unit. The shift cancels if target and reference groups feel the same potential, but not if the reference was measured as a free molecule.

Dissolved ions also matter. If the proton is measured by activity and the acid forms by concentration, the apparent pKa is $\mathrm{p}K_a+\log_{10}\gamma_{\rm A^-}$, with the neutral acid's activity coefficient set to one. An extended Debye--H\"uckel estimate at 0.26 mol/L, a rough developer concentration beyond the theory's safest range, gives $\log_{10}\gamma_{\rm A^-}=-0.14$ for the target anion and a counterion of radius 0.30 nm. The two anions differ by less than 0.001 in this model. The correction therefore nearly drops out when both constants refer to the same ionic strength, and enters in full when the reference constant refers to infinite dilution and the target constant to the developer.

The hot, weakly polar film during a bake is a different medium. Take 383 K and $\varepsilon=4$ as rough values, and keep the neutral solvation energies fixed. Heating alone, with $\varepsilon$ held at 78.4, lowers the pKa difference from 1.00 to 0.78, mainly because $kT$ in the denominator grows. This drop is a property of the model, whose exchange energy hardly depends on temperature. Real aqueous exchanges can be largely entropic: the measured difference between acetic and formic acid stays close to 1.00 from 298 to 333 K, where the model would give 0.90. Lowering $\varepsilon$ to 4 weakens the solvation advantage of the smaller anion and brings the difference to 1.08. The small net change is a compensation of two larger ones within this model and for these parameters, and gives no licence to carry aqueous differences into a film.

Free ions are themselves a doubtful description there. The Bjerrum length, at which two unit charges attract with energy $kT$, is 0.7 nm in water at room temperature and 10.9 nm in the film. At a contact distance of 0.51 nm, the sum of the target anion's radius and 0.30 nm for the counterion, the attraction is about $1.4\,kT$ in water and $21\,kT$ in the film. An exchange between ion pairs, with the counterions included in all charged species and a reference measured in a similar medium, is then a better starting point, though larger ion clusters may also have to be considered. The full numerical output follows the text.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS: target / reference
mass: 90.0 / 70.0 u
electronic deprotonation energy: 15.45 / 15.3 eV
lost modes: (3600.0, 1250.0, 600.0) / (3550.0, 1300.0, 650.0) cm^-1
anion Born radius: 0.21 / 0.216 nm
neutral solvation energy: -0.3 / -0.3 eV
temperature: 298.15 K; water permittivity: 78.4
assigned reference pKa: 4.20
CYCLE TERMS
kT: 0.025693 eV; kT ln 10: 0.059159 eV
proton gas free energy at 1 bar: -0.27242 eV
1 bar to 1 mol/L, one species: 0.08248 eV
target g(A-)-g(HA), 1 bar: 15.11410 eV
target anion solvation: -3.38476 eV
target s(A-)-s(HA): -3.08476 eV
reference g(A-)-g(HA), 1 bar: 14.96079 eV
reference anion solvation: -3.29074 eV
reference s(A-)-s(HA): -2.99074 eV
gas part of exchange: 0.15331 eV
solvation part of exchange: -0.09402 eV
exchange free energy: 0.05929 eV = 5.720 kJ/mol
pKa difference: 1.0022; target pKa: 5.2022
calibrated proton solvation energy: -11.53165 eV
MIXED SOLUTION: S, target pKa, reference pKa, difference
-11.4 eV: 7.4275, 6.4253, 1.0022
-11.5 eV: 5.7371, 4.7350, 1.0022
-11.6 eV: 4.0468, 3.0446, 1.0022
calibrated solution, 0.01 mol/L each acid: pH 3.0944
ionised there, target / reference: 0.00774 / 0.07272
pKa error if conversion omitted: -1.3943
pKa error if reference S is 0.1 eV higher: 1.6903
ionised at rinse pH 6.0, target / reference: 0.8626 / 0.9844
NEGLECTED EFFECTS AND ERROR SIZES (pKa units unless stated)
radius +0.005 nm, target only: 1.3306
radius +0.005 nm, both anions: 0.0721
target electronic energy +0.05 eV: 0.8452
target stretch +50 cm^-1: -0.0524
10% mismatch in inertia-moment product: 0.0207
uncancelled factor 2 in site count: 0.3010
developer ionic strength: 0.26 mol/L; counterion radius: 0.30 nm
log10 activity coefficient of target anion: -0.1403
target minus reference log10 coefficient: -0.00076
film temperature: 383.15 K; permittivity: 4.0
pKa difference at film temperature, water eps: 0.7843
pKa difference at film temperature, film eps: 1.0815
Bjerrum length, water / film: 0.715 / 10.903 nm
\end{verbatim}
